# The core-polarization potential of helium Rydberg states through order r⁻⁶

## 1. Definitions and conventions

Atomic units are used: $\hbar=m_e=e=1$, the energy unit is the hartree and the length unit is the bohr. The nucleus is fixed and has charge $Z$, with $Z=2$ for helium. The core electron has position $\mathbf x$, the outer electron position $\mathbf r$, and $\mathbf n=\mathbf r/r$. The core is in its 1s state $\psi\propto e^{-Zx}$ with energy $E_0=-Z^2/2$. Its excited states $m$, including the continuum, lie at $\Delta_m=E_m-E_0$.

The outer electron is in a state $\phi$ with quantum numbers $n,L$. We assume that it stays outside the core, so exchange is dropped. The electrons are nonrelativistic and interact by the instantaneous Coulomb force.

With $P_k$ the Legendre polynomial in the angle between $\mathbf x$ and a fixed axis, define

$$\alpha_k=2\sum_m\frac{|\langle m|x^kP_k|\psi\rangle|^2}{\Delta_m},\qquad
\beta_1=\sum_m\frac{|\langle m|xP_1|\psi\rangle|^2}{\Delta_m^2}.$$

Here $\alpha_1$ and $\alpha_2$ are the dipole and quadrupole polarizabilities. The result is

$$V(r)=-\frac{\alpha_1}{2r^4}-\frac{\alpha_2-6\beta_1}{2r^6},\qquad
\alpha_1=\frac{9}{32},\quad \alpha_2=\frac{15}{64},\quad \beta_1=\frac{43}{512}.$$

Its first-order energy $\langle\phi|V|\phi\rangle$ gives the polarization shift of second order in the multipole interaction, through the inverse powers shown. The response of the outer orbital to $V$ is a separate, smaller contribution; section 7 gives its size for one state. The $\beta_1$ part is local in this expectation-value sense; section 4 gives the operator that is dropped.

## 2. The interaction and its second-order energy

The outer electron sees the nuclear attraction $-Z/r$ and the repulsion $1/|\mathbf r-\mathbf x|$. Adding and subtracting $1/r$ gives

$$H=\left(-\tfrac12\nabla_x^2-\frac Zx\right)+h+W,$$

$$h=-\tfrac12\nabla_r^2-\frac{Z-1}{r},\qquad
W=\frac1{|\mathbf r-\mathbf x|}-\frac1r .$$

Thus $h$ already contains the screened charge, and $h\phi=E\phi$ with $E=-(Z-1)^2/(2n^2)$. For $r>x$ the multipole expansion is

$$W=\sum_{k\ge1}\frac{x^kP_k(\cos\omega)}{r^{k+1}},$$

where $\omega$ is the angle between $\mathbf x$ and $\mathbf r$. Every term averages to zero over the spherical core, so there is no first-order shift in this region. Penetration changes that. The part of the core density at $x>r$ contributes

$$\langle W\rangle_{1s}=4Z^3\int_r^\infty\left(\frac1x-\frac1r\right)x^2e^{-2Zx}dx
=-e^{-2Zr}\left(Z+\frac1r\right),$$

which is exponentially small outside the core and is not part of $V$.

In second order the core must be excited, because the multipole $W$ has no 1s–1s element. The energy denominator contains the energies of both electrons:

$$E^{(2)}=-\sum_{m\ne0}\left\langle\phi\left|W_{0m}\frac1{\Delta_m+h-E}W_{m0}\right|\phi\right\rangle .$$

The core gap is large compared with the energies that matter for the outer motion. Put $y=h-E$. Then

$$\frac1{\Delta_m+y}=\frac1{\Delta_m}-\frac y{\Delta_m^2}
+y\,\frac1{\Delta_m^2(\Delta_m+y)}\,y .$$

The last term is an exact remainder. Repeating the step gives a series in $y/\Delta_m$. It is used as an asymptotic series, since $y$ has no upper limit. The first term describes a core that follows the outer electron at once; the second brings in the energy of the outer electron while the core is excited.

## 3. The static term

A multipole of order $k$ takes the 1s state to core states of angular momentum $k$. Different $k$ therefore reach different states $m$, and there are no dipole–quadrupole cross terms in second order. Core isotropy also lets us choose the axis along $\mathbf r$. The sum over $m$ for one $k$ is then $\alpha_k/2$, and two factors $r^{-(k+1)}$ remain:

$$E^{(2)}_{\rm static}=\left\langle-\frac{\alpha_1}{2r^4}-\frac{\alpha_2}{2r^6}-\cdots\right\rangle .$$

Both terms are attractive, as the second-order shift of the core ground state must be.

## 4. The kinetic correction

Write the dipole interaction as $W=\sum_i x_iv_i$ with $v_i=r_i/r^3$. Isotropy gives

$$\sum_m\frac{\langle\psi|x_i|m\rangle\langle m|x_j|\psi\rangle}{\Delta_m^2}=\beta_1\delta_{ij}.$$

The minus sign of $E^{(2)}$ and the minus sign of the second expansion term combine to a plus:

$$E^{(2)}_{\rm kin}=\beta_1\sum_i\langle\phi|v_i(h-E)v_i|\phi\rangle .$$

The angular functions can be taken real. For any one $v=v_i$, use $(h-E)\phi=0$ to find

$$(h-E)(v\phi)=-\tfrac12(\nabla^2v)\phi-\nabla v\cdot\nabla\phi .$$

Multiply by $v\phi$ and integrate. In the gradient term, $\phi\nabla\phi=\tfrac12\nabla\phi^2$, and integration by parts gives

$$-\int v\phi\,\nabla v\cdot\nabla\phi\,d^3r
=\frac12\int\phi^2\left(|\nabla v|^2+v\nabla^2v\right)d^3r .$$

The terms with $\nabla^2v$ cancel, leaving

$$\langle v(h-E)v\rangle=\tfrac12\langle|\nabla v|^2\rangle .$$

Near the origin $\phi\sim r^L$, so the surface term behaves as $r^2\,r^{2L}\,r^{-2}\,r^{-3}=r^{2L-3}$ and vanishes for $L\ge2$. The integral for $\langle r^{-6}\rangle$ also converges for $L\ge2$.

The gradient is $\partial_jv_i=(\delta_{ij}-3n_in_j)/r^3$. Squaring and summing gives

$$\sum_{ij}(\delta_{ij}-3n_in_j)^2=3-6+9=6 .$$

Therefore

$$E^{(2)}_{\rm kin}=\beta_1\cdot\tfrac12\cdot6\,\langle r^{-6}\rangle
=3\beta_1\langle r^{-6}\rangle .$$

Adding the quadrupole term gives $-\alpha_2/2+3\beta_1=-(\alpha_2-6\beta_1)/2$, the stated coefficient. The correction is positive, so the static formula overstates the attraction. Its origin is kinetic. The outer electron distorts the core state by a dipole part $\chi$ that depends on $\mathbf r$, and this dependence costs the energy $\tfrac12\sum_j\|\partial\chi/\partial r_j\|^2=3\beta_1/r^6$. It is not a delay of the core dipole: a field that rotates more slowly than the core resonance induces a dipole in phase with it and slightly larger than the static one. That enhancement is attractive and appears in the term $D$ of section 6.

The corresponding operator identity shows what has been omitted. Since $[v,[v,h]]=-|\nabla v|^2$ and $\sum_iv_i^2=r^{-4}$,

$$\sum_iv_i(h-E)v_i=\frac3{r^6}
+\frac12\left[r^{-4}(h-E)+(h-E)r^{-4}\right].$$

The bracket has zero expectation value in $\phi$, but it has matrix elements between states of different energy. A code that needs such elements through this order should not replace the left side by $3/r^6$ alone.

**Mass of the outer particle.** The factor 6 contains the kinetic energy of an electron. For an outer particle of charge $-1$ and mass $M$ in electron masses, with the nucleus still fixed, $\nabla_r^2/2$ becomes $\nabla_r^2/(2M)$ and the $\beta_1$ term becomes $3\beta_1/(Mr^6)$. As $M\to\infty$ only the static term is left. The $r^{-6}$ coefficient changes sign at $M=6\beta_1/\alpha_2=2.15$; its repulsive sign for an electron is thus due to the electron's small mass.

## 5. The three core constants

The infinite sums follow from one differential equation for each multipole. Seek $g_k(x)$ such that

$$(h_{\rm core}-E_0)g_kP_k\psi=x^kP_k\psi .$$

The potential cancels against $E_0$ when the derivatives act on $\psi$, and $\nabla\psi=-Z(\mathbf x/x)\psi$. What remains is

$$-\frac12\left[g_k''+\frac2xg_k'-\frac{k(k+1)}{x^2}g_k-2Zg_k'\right]=x^k .$$

Try $g_k=ax^k+bx^{k+1}$. The first three terms in the bracket give zero for $x^k$ and $2(k+1)x^{k-1}$ for $x^{k+1}$. Comparing powers,

$$Z(k+1)b=1,\qquad Zka-(k+1)b=0,$$

and hence

$$g_k=\frac{x^k}{kZ^2}+\frac{x^{k+1}}{(k+1)Z}.$$

This solution is unique among bound functions, because $E_0$ is not an eigenvalue for core angular momentum $k\ge1$.

The function $g_kP_k\psi$ contains each state $m$ with amplitude $\langle m|x^kP_k|\psi\rangle/\Delta_m$. Its overlap with the source gives $\alpha_k/2$, and its norm for $k=1$ gives $\beta_1$. The angular average of $P_k^2$ is $1/(2k+1)$, so

$$\alpha_k=\frac2{2k+1}\langle x^kg_k\rangle,\qquad
\beta_1=\frac13\langle g_1^2\rangle .$$

The normalized 1s density gives the moments

$$\langle x^p\rangle=4Z^3\int_0^\infty x^{p+2}e^{-2Zx}dx=\frac{(p+2)!}{2(2Z)^p}.$$

For $p=2,3,4,5$ they are $3/Z^2$, $15/(2Z^3)$, $45/(2Z^4)$ and $315/(4Z^5)$. Thus

$$\alpha_1=\frac23\left(3+\frac{15}{4}\right)\frac1{Z^4}=\frac9{2Z^4},$$

$$\beta_1=\frac13\left(3+\frac{15}{2}+\frac{45}{8}\right)\frac1{Z^6}
=\frac{43}{8Z^6},$$

$$\alpha_2=\frac25\left(\frac{45}{4}+\frac{105}{4}\right)\frac1{Z^6}
=\frac{15}{Z^6}.$$

Setting $Z=2$ gives the three stated fractions. The potential for a general one-electron core is

$$V(r)=-\frac9{4Z^4r^4}+\frac{69}{8Z^6r^6},$$

and for helium

$$V(r)=-\frac9{64r^4}+\frac{69}{512r^6}.$$

The ratio of the second term to the first has magnitude $23/(6Z^2r^2)$. For helium the terms cancel at $r=\sqrt{23/24}=0.98$ bohr. This lies in the core region, where the multipole expansion does not apply, so the repulsion there is not a physical short-range potential.

## 6. The next terms

**Static third order.** The core distorted to first order is $\psi_1=-(g_1P_1/r^2+g_2P_2/r^3)\psi$. Since $\langle W\rangle_{1s}=0$, the third-order energy is $\langle\psi_1|W|\psi_1\rangle$. Three dipoles give zero by parity. Two dipoles and one quadrupole give $c_7/r^7$, with

$$c_7=\frac2{15}\left[\langle g_1^2x^2\rangle+2\langle g_1xg_2\rangle\right].$$

The factor is the angular average of $P_1^2P_2$: use $P_1^2=(1+2P_2)/3$ and the average $1/5$ of $P_2^2$. With $\langle x^6\rangle=315/Z^6$, the two terms in the bracket are $180/Z^8$ and $219.375/Z^8$. Hence $c_7=213/(4Z^8)=213/1024$ for helium. The sign is positive: acting twice, the dipole field elongates the core charge along $\mathbf r$, and this part of the core quadrupole repels the outer electron. It is not the whole quadrupole. At large $r$ the first-order response to the quadrupole field is larger and flattens the core along $\mathbf r$; its energy is the attractive $\alpha_2$ term.

**Second dynamic term.** The next term of the resolvent series is

$$D=-\gamma_1\sum_i\|(h-E)v_i\phi\|^2,\qquad
\gamma_1=\sum_m\frac{|\langle m|xP_1|\psi\rangle|^2}{\Delta_m^3}.$$

Diagonalizing the core Hamiltonian in seven Laguerre functions of angular momentum 1 gives $\gamma_1=0.05192$ for helium. Because $\nabla^2v_i=0$ away from the origin, $(h-E)v_i\phi=-\nabla v_i\cdot\nabla\phi$. Summing over $i$ gives

$$D=-\gamma_1\int\frac{|\nabla\phi|^2+3(\partial_r\phi)^2}{r^6}d^3r .$$

The angular part of $|\nabla\phi|^2$ contributes $L(L+1)\phi^2/r^2$. For nearly circular orbits $r$ grows as $L^2$, so this apparent $r^{-8}$ term is comparable with an $r^{-7}$ term. Counting inverse powers of $r$ alone would miss it. The integral for $D$ requires $L\ge3$.

The remainder in section 2 also gives a bound for helium. There $\Delta_m\ge3/2$ and $h\ge-1/2$, so $\Delta_m+h-E>1$. The dipole part of $E^{(2)}$ beyond the $\beta_1$ term is therefore negative or zero, with magnitude at most $\beta_1\sum_i\|(h-E)v_i\phi\|^2$.

## 7. Worked example: helium 1s6h

Take $n=6$, $L=5$. With $L=n-1$ and outer charge 1, the radial function is $u(r)\propto r^n e^{-r/n}$. Its inverse moments follow from gamma integrals:

$$\langle r^{-s}\rangle=\left(\frac2n\right)^s\frac{(2n-s)!}{(2n)!}.$$

For this state,

$$\langle r^{-4}\rangle=\frac1{81\cdot11880}=1.03920\times10^{-6},$$

$$\langle r^{-6}\rangle=\frac1{729\cdot665280}=2.06190\times10^{-9},$$

in inverse powers of bohr. The two energies, in hartree, are

$$E_4=-0.140625\times1.03920\times10^{-6}=-1.46137\times10^{-7},$$

$$E_6=0.134766\times2.06190\times10^{-9}=2.7787\times10^{-10}.$$

The second is the sum of a quadrupole part $-2.4163\times10^{-10}$ and a $\beta_1$ part $5.1950\times10^{-10}$. The total first-order shift is $-1.45859\times10^{-7}$ hartree, or $-959.71$ MHz. The $r^{-6}$ part supplies $+1.83$ MHz.

For comparison, the shift can be computed without expanding in $1/r$ or in $y/\Delta_m$. A product basis was used with core angular momenta 0 to 3, seven Laguerre functions for each, and 18 outer functions in every coupled angular channel. The full Coulomb repulsion was kept, including penetration; the electrons were treated as distinguishable. Eliminating all basis states except 1s6h gives an equation for its shift, which was iterated. The result is $-1.458653\times10^{-7}$ hartree, or $-959.75$ MHz. Using 14 outer functions instead changes it by $1.05\times10^{-14}$ hartree. The limit on core angular momentum is a larger truncation: adding core angular momenta 4 and 5 lowers the shift by $5\times10^{-14}$ hartree, to $-1.458654\times10^{-7}$ hartree, still $-959.75$ MHz. The numbers below are for core angular momenta 0 to 3.

The direct shift lies $5.9\times10^{-12}$ hartree below the first-order value, a difference of 2.1% of $E_6$. The response of the outer orbital to $V$ lowers the energy by more than this, namely by $8.0\times10^{-12}$ hartree. Solving the outer wave equation with $V$ in 18 Laguerre functions gives $-1.458674\times10^{-7}$ hartree. The direct result is then higher by $2.1\times10^{-12}$ hartree, or 0.74% of $E_6$; with core angular momenta up to 5 these become $2.0\times10^{-12}$ hartree and 0.72%.

This small difference owes something to a cancellation. For 1s6h, $c_7\langle r^{-7}\rangle=2.383\times10^{-11}$ and $D=-2.379\times10^{-11}$ hartree. Their sum is too small to account for the remaining difference, and the basis truncations quoted above change it by only a few percent, so it comes from higher terms not separated here.

Let $R$ be the direct shift minus the energy obtained by solving the wave equation with $V$. For three states with $L=n-1$ (the $n=6$ ratio becomes 0.0072 with core angular momenta up to 5):

| $n$ | $R/E_6$ | $c_7\langle r^{-7}\rangle+D$ (hartree) |
|---:|---:|---:|
| 6 | 0.0074 | $3.7\times10^{-14}$ |
| 9 | 0.0133 | $1.58\times10^{-14}$ |
| 12 | 0.0083 | $2.45\times10^{-16}$ |

The relative remainder does not fall steadily, because the cancellation is strongest at $n=6$. At $n=12$, $R=2.46\times10^{-16}$ hartree, within 1% of the sum of the two next terms.

## 8. Use and limits

For a first-order calculation, evaluate $\langle r^{-4}\rangle$ and $\langle r^{-6}\rangle$ with the hydrogenic function of outer charge $Z-1$ and insert them in $V$. If $V$ is instead put into a radial equation, its second-order energy is included automatically and must not be added again. The $r^{-6}$ term is repulsive, so the radial equation with the full $V$ has regular solutions without a cutoff; with the attractive $r^{-4}$ term alone a cutoff would be needed. At low $L$ the solutions still depend on $V$ inside the core, where it is not valid. Use $V$ at high $L$, and check that changing its short-range form does not change the result.

The condition $L\ge2$ makes the first-order integrals finite; it does not make them accurate. At low $L$ penetration and exchange matter, and successive inverse powers need not decrease. Exchange, absent from both calculations above, also separates singlet from triplet states.

The instantaneous interaction leaves out retardation, whose importance for the small corrections to the $r^{-4}$ term depends on the light travel time $r/c$ relative to the core response time $1/\Delta$. For the 1s–2p gap of 1.5 hartree, $c/\Delta=91$ bohr. The mean radius of the 6h orbit is 39 bohr, so the ratio is 0.43 and not very small. This calculation gives no estimate of the retardation shift. At $n=12$ the mean radius, $n(2n+1)/2=150$ bohr, exceeds $c/\Delta$. The $n=12$ comparison therefore tests the expansion of the instantaneous Hamiltonian, not a prediction for a measured interval.

Other omitted effects can exceed $E_6$. The relativistic kinetic correction of the outer electron is $-\langle p^4\rangle/(8c^2)$. Since $p^2\phi=2(E+1/r)\phi$, it equals

$$-\frac1{2c^2}\left\langle\left(E+\frac1r\right)^2\right\rangle
=-7.0\times10^{-9}\ \text{hartree}$$

for 6h, about 25 times $E_6$ in magnitude. A comparison with measured levels needs this term together with the other relativistic, nuclear-mass, exchange and radiative corrections. They must be added separately; changing $\alpha_1$, $\alpha_2$ or $\beta_1$ to absorb them would destroy the meaning of those constants.
